# The g-factor difference of hydrogenlike neon-20 and neon-22

**Question**

I am trying to predict $\Delta g=g({}^{20}\mathrm{Ne}^{9+})-g({}^{22}\mathrm{Ne}^{9+})$ for the 1s electron. The exercise says that it is about $1.35\times10^{-8}$, that it comes from nuclear recoil and nuclear size, and that most QED terms cancel.

The fixed-nucleus binding correction is $-\tfrac23(Z\alpha)^2$. I multiplied it by the reduced mass (in units of the electron mass) and got a difference of $\tfrac23(Z\alpha)^2\Delta(m/M)$, which is too small. What is missing? And why may I drop QED corrections that are far larger than the answer?

**Answer**

The reduced mass enters different parts of the binding correction with different powers, and the moving nucleus produces a magnetic field at the electron. Both effects are needed, so the spin energy has to be built for two moving particles.

I use atomic units, $\hbar=m=e=1$ and $c=1/\alpha$. The electron has charge $-1$; the nucleus has charge $Z$, mass $M=1/\varepsilon$ and no spin. The free-electron magneton is $1/2$, so $g$ is defined by the energy $\tfrac g2\,\mathbf s\cdot\mathbf B$. The free electron has $g=2(1+a)$, where $a$ is its anomaly.

### What cancels

Sort the g factor as

$$g=F(\alpha,Z\alpha)+g_{\rm recoil}+g_{\rm size}.$$

$F$ is the value for an infinitely heavy point nucleus. It contains the Dirac value, the free anomaly, and the bound self-energy and vacuum polarization in a fixed Coulomb field. It depends on neither $M$ nor the radius, so it is the same number for both isotopes and drops out, whatever its size. QED corrections that do involve the mass or the radius survive. The one calculated here appears below, multiplied by $a\varepsilon$. QED recoil, discussed at the end, also survives; it is not calculated here and may be larger.

### Spin energy of a moving electron

Let the electron have velocity $\mathbf v$ in fields $\mathbf E,\mathbf B$. To order $\alpha^2$, the magnetic field in its rest frame is

$$\mathbf B'=\mathbf B\left(1+\tfrac{\alpha^2v^2}{2}\right)-\alpha^2\mathbf v\times\mathbf E-\tfrac{\alpha^2}{2}\mathbf v(\mathbf v\cdot\mathbf B).$$

The spin precesses at $(1+a)\mathbf B'$ in proper time. Conversion to laboratory time removes the factor $1+\alpha^2v^2/2$. The rest frame itself turns at the Thomas rate $\tfrac{\alpha^2}{2}\dot{\mathbf v}\times\mathbf v$. With $\dot{\mathbf v}=-(\mathbf E+\mathbf v\times\mathbf B)$ this is

$$\tfrac{\alpha^2}{2}\left[\mathbf v\times\mathbf E-v^2\mathbf B+\mathbf v(\mathbf v\cdot\mathbf B)\right].$$

Adding the two rates gives the vector that multiplies $\mathbf s$ in the energy:

$$(1+a)\mathbf B-\tfrac{\alpha^2}{2}v^2\mathbf B-\tfrac{a\alpha^2}{2}\mathbf v(\mathbf v\cdot\mathbf B)-\alpha^2\left(a+\tfrac12\right)\mathbf v\times\mathbf E.$$

Now put in the nucleus. With $\mathbf r=\mathbf r_1-\mathbf r_2$ (electron minus nucleus), $\mathbf E=Z\mathbf r/r^3$. The nucleus moves with velocity $\varepsilon\boldsymbol\pi_2$ and adds the field $\mathbf B_n=\alpha^2\varepsilon\,\boldsymbol\pi_2\times\mathbf E$. Here $\boldsymbol\pi_i$ are kinetic momenta, and $\mathbf v=\boldsymbol\pi_1$ is accurate enough in terms already of order $\alpha^2$. Hence

$$H_s=\mathbf s\cdot\Big[(1+a)(\mathbf B+\mathbf B_n)-\tfrac{\alpha^2}{2}p^2\mathbf B-\tfrac{a\alpha^2}{2}(\mathbf p\cdot\mathbf B)\mathbf p-\alpha^2\left(a+\tfrac12\right)\boldsymbol\pi_1\times\mathbf E\Big].$$

Spin-independent corrections of order $\alpha^2$ change the orbital state, but the leading term $(1+a)\mathbf s\cdot\mathbf B$ does not depend on that state. They therefore do not change $g$ at order $\alpha^2$.

### Centre of mass of a charged ion

The ion has net charge $Z-1$, so the separation must be done in the presence of the field. Define

$$x=\frac{\varepsilon}{1+\varepsilon},\qquad y=\frac1{1+\varepsilon},\qquad x+y=1.$$

Then $\mathbf r_1=\mathbf R+y\mathbf r$, $\mathbf r_2=\mathbf R-x\mathbf r$, $\mathbf p_1=\mathbf p+x\mathbf P$ and $\mathbf p_2=-\mathbf p+y\mathbf P$. For the vector potential $\tfrac12\mathbf B\times\mathbf r_i$,

$$\boldsymbol\pi_1=\mathbf p_1+\tfrac12\mathbf B\times\mathbf r_1,\qquad \boldsymbol\pi_2=\mathbf p_2-\tfrac Z2\mathbf B\times\mathbf r_2 .$$

Write the wavefunction as $e^{i\lambda(\mathbf B\times\mathbf R)\cdot\mathbf r}\psi$. Differentiating the phase replaces $\mathbf p$ by $\mathbf p+\lambda\mathbf B\times\mathbf R$ and $\mathbf P$ by $\mathbf P-\lambda\mathbf B\times\mathbf r$. Thus

$$\boldsymbol\pi_1\to\mathbf p+x\mathbf P+\left(\lambda+\tfrac12\right)\mathbf B\times\mathbf R+\left(\tfrac y2-x\lambda\right)\mathbf B\times\mathbf r,$$

$$\boldsymbol\pi_2\to-\mathbf p+y\mathbf P-\left(\lambda+\tfrac Z2\right)\mathbf B\times\mathbf R+\left(\tfrac{Zx}2-y\lambda\right)\mathbf B\times\mathbf r.$$

Choose $\lambda=-\tfrac12(y+Zx)$. The $\mathbf R$ terms then combine with $\mathbf P$ into $x\boldsymbol\Pi$ and $y\boldsymbol\Pi$, where $\boldsymbol\Pi=\mathbf P-\tfrac{Z-1}{2}\mathbf B\times\mathbf R$ is the kinetic momentum of the whole ion. What remains is

$$\boldsymbol\pi_1=\mathbf p+x\boldsymbol\Pi+\tfrac{c_1}{2}\mathbf B\times\mathbf r,\qquad
\boldsymbol\pi_2=-\mathbf p+y\boldsymbol\Pi+\tfrac{c_2}{2}\mathbf B\times\mathbf r,$$

$$c_1=x(y+Zx)+y,\qquad c_2=y(y+Zx)+Zx.$$

The kinetic energy of the whole ion, including its cyclotron motion, does not depend on the spin and so does not enter $g$. Because $\varepsilon y=x$, the electric $\boldsymbol\Pi$ terms of $H_s$ add to $\tfrac{\alpha^2x}{2}\mathbf s\cdot(\boldsymbol\Pi\times\mathbf E)$, which averages to zero on an s state; combined in second order with the coupling $\boldsymbol\Pi\cdot(\mathbf B\times\mathbf r)$ it gives a term of order $B\,\Pi^2$. Writing $\mathbf p$ for $\boldsymbol\pi_1$ in the magnetic terms of $H_s$ drops the term $-\tfrac{\alpha^2}{2}x^2\Pi^2\,\mathbf s\cdot\mathbf B$, which is of the same order. Both shift $g$ by an amount of order $V^2/c^2$, where $V$ is the speed of the ion. This is about $6\times10^{-14}$ for neon at 4 K and is negligible for a slow ion. The orbital term $\mathbf B\cdot(\mathbf r\times\mathbf p)$ and the field-free terms $\mathbf s\cdot(\mathbf p\times\mathbf E)$ are proportional to $\mathbf r\times\mathbf p$ and vanish on an s state.

### Average over the 1s state

The relative motion has reduced mass $y$, so $\langle p^2\rangle=y^2Z^2$ and $\langle1/r\rangle=yZ$. Spherical symmetry gives $\langle(\mathbf p\cdot\mathbf B)\mathbf p\rangle=\tfrac13\langle p^2\rangle\mathbf B$. For the electric terms,

$$(\mathbf B\times\mathbf r)\times\mathbf r=\mathbf r(\mathbf B\cdot\mathbf r)-r^2\mathbf B\ \longrightarrow\ -\tfrac23r^2\mathbf B,$$

so $\langle\tfrac{c_i}{2}(\mathbf B\times\mathbf r)\times\mathbf E\rangle=-\tfrac{c_i}{3}yZ^2\mathbf B$. The minus sign makes the $\boldsymbol\pi_1$ term positive and the nuclear-field term negative. Comparing with $\tfrac g2\mathbf s\cdot\mathbf B$,

$$g=2(1+a)+2(Z\alpha)^2\left\{-\frac{y^2(3+a)}6+y\left[\frac{(1+2a)c_1}{6}-\frac{(1+a)\varepsilon c_2}{3}\right]\right\}.$$

### Expansion in the mass ratio

To the order needed, $y=1-\varepsilon+\varepsilon^2$ and $y^2=1-2\varepsilon+3\varepsilon^2$. Because $x+y=1$, $c_1=1+(Z-1)x^2$, so $yc_1=1-\varepsilon+Z\varepsilon^2$. Also $c_2=1+2(Z-1)\varepsilon$ to first order, so $y\varepsilon c_2=\varepsilon+(2Z-3)\varepsilon^2$.

At $\varepsilon=0$ the braces give $(-2+a)/6$. The fixed-nucleus correction is therefore $(-\tfrac23+\tfrac a3)(Z\alpha)^2$, which contains your starting term.

The coefficient of $\varepsilon$ in the braces is

$$\frac{3+a}{3}-\frac{1+2a}{6}-\frac{1+a}{3}=\frac12-\frac a3 .$$

At $a=0$ the coefficient of $\varepsilon^2$ is

$$-\frac32+\frac Z6-\frac{2Z-3}{3}=-\frac{1+Z}{2}.$$

Doubling both, and neglecting $a\varepsilon^2$, gives

$$\boxed{\Delta g_{\rm recoil}=(Z\alpha)^2\left[\left(1-\frac{2a}{3}\right)\Delta\varepsilon-(1+Z)\Delta(\varepsilon^2)\right].}$$

For $a=0$, the term linear in $\varepsilon$ has three parts, in units of $(Z\alpha)^2\varepsilon$:

- $+2$ from the kinetic term: the orbit is wider and the electron slower, so the reduction of $g$ by its motion is weaker.
- $-\tfrac13$ from the electric term, which is positive and shrinks with the reduced mass.
- $-\tfrac23$ from the magnetic field of the moving nucleus.

Their sum is $1$. Your scaling gave $\tfrac23$ because it used one power of the reduced mass throughout and left out the nuclear field.

### Nuclear size

For the size effect the nucleus may be held fixed. Write the 1s Dirac spinor with upper part $(G/r)\chi$ and lower part $-i(F/r)(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi$, apart from the angular normalization, with $\int(G^2+F^2)\,dr=1$. Keeping the mass $m$ visible, the Dirac equation becomes

$$G'=\frac Gr+\frac{E+mc^2-V}{c}F,\qquad F'=-\frac Fr-\frac{E-mc^2-V}{c}G.$$

The magnetic interaction is $\tfrac c2\mathbf B\cdot(\mathbf r\times\boldsymbol\alpha)$, where $\boldsymbol\alpha$ are the Dirac matrices. Its angular factor is

$$-i(\hat{\mathbf r}\times\boldsymbol\sigma)(\boldsymbol\sigma\cdot\hat{\mathbf r})=\hat{\mathbf r}(\boldsymbol\sigma\cdot\hat{\mathbf r})-\boldsymbol\sigma\ \longrightarrow\ -\tfrac23\boldsymbol\sigma .$$

With $\boldsymbol\sigma=2\mathbf s$ the energy is $-\tfrac{4c}{3}\left(\int rGF\,dr\right)\mathbf s\cdot\mathbf B$, so at $m=1$

$$g=-\frac{8c}{3}\int_0^\infty rGF\,dr.$$

This integral follows from the energy alone. Multiply the first radial equation by $G$, the second by $F$, and add:

$$\tfrac12(G^2+F^2)'=\frac{G^2-F^2}{r}+2mc\,GF.$$

Multiply by $r$ and integrate. The left side becomes $-\tfrac12$ by parts, and $\int(G^2-F^2)\,dr=\langle\beta\rangle$, where $\beta$ is the matrix multiplying $mc^2$ in the Dirac Hamiltonian. Hence $2mc\int rGF\,dr=-\langle\beta\rangle-\tfrac12$, and

$$g=\frac23\left(1+2\langle\beta\rangle\right),\qquad \langle\beta\rangle=\frac{\partial E}{\partial(mc^2)}.$$

The derivative is taken with the potential, and so the nuclear radius, held fixed.

For a point nucleus, insert $G=r^\gamma e^{-qr}$ and $F=-kG$ into the radial equations. The $1/r$ terms give $1-\gamma=Z\alpha k$ and $k(1+\gamma)=Z\alpha$, so $\gamma=\sqrt{1-(Z\alpha)^2}$. The remaining terms give $k^2=(mc^2-E)/(mc^2+E)$, so $E=\gamma mc^2$. The Dirac value is thus $g=\tfrac23(1+2\gamma)$, whose expansion starts with $2-\tfrac23(Z\alpha)^2$, in agreement with the two-body result.

For a small nucleus, let $\delta V$ be the departure from the point-charge potential. Since $\nabla^2r^2=6$, two integrations by parts and Poisson's equation give

$$\int\delta V\,d^3r=\frac16\int r^2\nabla^2\delta V\,d^3r=\frac{2\pi}{3}Z\langle r^2\rangle .$$

The nonrelativistic density at the nucleus is $Z^3m^3/\pi$, so $\delta E=\tfrac23Z^4m^3\langle r^2\rangle$. Differentiating with respect to $mc^2$ at fixed radius and then setting $m=1$ gives $\delta\langle\beta\rangle=2\alpha^2Z^4\langle r^2\rangle$. Therefore

$$\delta g_{\rm size}=\frac83\alpha^2Z^4\langle r^2\rangle .$$

This is the leading term in $Z\alpha$. The Dirac density outside the nucleus varies as $r^{2\gamma-2}$ at small $r$ and rises toward the nucleus, because $\gamma<1$. The relativistic size effect is therefore larger than the leading law.

### Numbers for neon

I round the atomic masses to 20 and 22 atomic mass units and subtract ten electron masses, neglecting electron binding. The rest energies are $510\,999$ eV for the electron, $1.862477\times10^{10}$ eV for the lighter nucleus and $2.048776\times10^{10}$ eV for the heavier one. Thus

$$\Delta\varepsilon=2.743652\times10^{-5}-2.494167\times10^{-5}=2.49485\times10^{-6}.$$

With $(Z\alpha)^2=5.32514\times10^{-3}$, the main recoil term is

$$(5.32514\times10^{-3})(2.49485\times10^{-6})=1.3285\times10^{-8}.$$

The quadratic term uses $\Delta(\varepsilon^2)=1.3068\times10^{-10}$:

$$-11\,(5.32514\times10^{-3})(1.3068\times10^{-10})=-7.7\times10^{-12}.$$

With $a=1.15965\times10^{-3}$, the surviving anomaly term is

$$-\tfrac23(1.15965\times10^{-3})(1.3285\times10^{-8})=-1.03\times10^{-11}.$$

For the size I take rough inputs: a root-mean-square radius of $3.0\times10^{-5}$ angstrom for ${}^{20}$Ne, and a mean-square radius larger than that of ${}^{22}$Ne by $3.2\times10^{-11}$ angstrom². The lighter isotope has the larger charge radius, so size and recoil add. In terms of the reduced Compton wavelength, $3.8616\times10^{-3}$ angstrom, the leading law reads

$$\frac83(Z\alpha)^4\frac{\Delta\langle r^2\rangle}{(3.8616\times10^{-3}\ \text{angstrom})^2}=1.62\times10^{-10}.$$

I also solved the radial Dirac equation for a uniformly charged sphere. A power series inside was matched to the decaying Coulomb solution outside, and $\partial E/\partial(mc^2)$ was taken by a central difference. This gives $1.68\times10^{-10}$, which I use. For ${}^{20}$Ne alone, the Dirac size shift exceeds the leading law by 4.0 percent; with the same radius at $Z=1$ the excess is 0.04 percent.

The sum is

$$\Delta g=(1.3285-0.0008-0.0010+0.0168)\times10^{-8}\approx1.34\times10^{-8}.$$

Size supplies 1.25 percent of it. At leading order the ratio of size to recoil is $\tfrac83Z^2\Delta\langle r^2\rangle/\Delta\varepsilon$ in atomic units. For given mass and radius differences, size therefore gains importance as $Z^2$.

### The QED terms beside the answer

These belong to $F$ and cancel between the isotopes:

- The free anomaly, $2a=2.319\times10^{-3}$, is about $1.7\times10^5$ times $\Delta g$.
- Its fixed-nucleus binding correction, $a(Z\alpha)^2/3=2.06\times10^{-6}$, is about 150 times $\Delta g$.
- Higher one-loop binding terms have the scale $(\alpha/\pi)(Z\alpha)^4=6.6\times10^{-8}$, before numerical coefficients. Even this scale is about five times $\Delta g$.

The anomaly leaves only $-1.03\times10^{-11}$ behind, because that part is also multiplied by the small difference $\Delta\varepsilon$.

### How far to trust the third digit

The calculation gives $1.34\times10^{-8}$, not quite $1.35\times10^{-8}$. It omits recoil of relative order $(Z\alpha)^2$ and higher. The first omitted term has the scale $(Z\alpha)^4\Delta\varepsilon=7\times10^{-11}$, but for a Dirac electron with recoil taken to first order in $\varepsilon$ its coefficient is only $-\tfrac1{12}$. This follows from expanding the result $g_{\rm recoil}=\tfrac23(1+\gamma-2\gamma^2)\,\varepsilon$, which is quoted here and not derived. It therefore contributes about $-6\times10^{-12}$. QED recoil, in which the nucleus moves while photons are exchanged, starts at the scale $(Z\alpha)^5\Delta\varepsilon=5\times10^{-12}$. This last scale does not include its coefficient, so it is an estimate and not a bound. QED corrections to the size term and nuclear polarization are also left out.

How much the rounded masses matter depends on how their errors are related. An error of 0.01 atomic mass units in the lighter mass alone changes its $\varepsilon$ by about $1.4\times10^{-8}$, or 0.55 percent of $\Delta\varepsilon$; the same error in both masses largely cancels and changes $\Delta\varepsilon$ by only about 0.1 percent. With the tabulated atomic masses, 19.99244 and 21.99139, $\Delta\varepsilon$ rises by only 0.024 percent, which adds $3\times10^{-12}$ to $\Delta g$.

Neither the masses nor the $(Z\alpha)^4$ recoil term therefore closes the gap to $1.35\times10^{-8}$. With both included, a further $1.7\times10^{-11}$ would make the result round to that value. QED recoil could supply this if its coefficient is about 3 or more, but that coefficient is not calculated here. A ten percent error in the rough mean-square-radius difference would also change $\Delta g$ by $1.7\times10^{-11}$. A firm third digit needs the QED recoil term and an accurate radius difference. For much heavier ions the expansion in $Z\alpha$ used for recoil is no longer adequate.
